# Why potassium and titanium need semicore states, and sodium less so: a numerical check

```python
"""
Why some outer core shells cannot be frozen: Na, K and Ti compared.

Result under test: the frozen-core error is quadratic in the valence change,
with size sum_(c,u) (f_c-f_u) |<u|h|c>|^2 / (e_u-e_c) up to screening. It is
large if valence charge penetrates the core (Ti 3d), while a neighbour's field
acts on a core through its polarizability (large for K).
Symbols: c core orbital, u orbital outside the core, f electrons in a shell,
e orbital energy, h Kohn-Sham Hamiltonian of the frozen-core solution,
r_c sphere radius, alpha dipole polarizability, F electric field.
Model: nonrelativistic spherical LDA (Slater exchange, VWN correlation).
Atomic units inside; radial orbitals u(r) = r R(r) in a B-spline basis.
"""
import numpy as np
from scipy.interpolate import BSpline
from scipy.linalg import eigh, null_space, cho_factor, cho_solve
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
XC = "lda,vwn"
BOX, DEGREE = 30.0, 7

# Radial basis and Gauss quadrature
breaks = 0.02 * (np.exp(np.linspace(0, np.log(1 + BOX / 0.02), 56)) - 1)
breaks[0], breaks[-1] = 0.0, BOX
knots = np.r_[[0.0] * DEGREE, breaks, [BOX] * DEGREE]
n_spline = len(knots) - DEGREE - 1
splines = BSpline(knots, np.eye(n_spline), DEGREE)
gx, gw = np.polynomial.legendre.leggauss(10)
half = np.diff(breaks) / 2
r = ((breaks[:-1] + half)[:, None] + half[:, None] * gx).ravel()
w = (half[:, None] * gw).ravel()
B = splines(r)[:, 1:-1]
D = splines.derivative()(r)[:, 1:-1]


def matrix(values):
    """Matrix of a local radial function in the spline basis."""
    return B.T @ ((w * values)[:, None] * B)


S = matrix(np.ones_like(r))
KINETIC = 0.5 * D.T @ (w[:, None] * D)
CENTRIFUGAL = matrix(0.5 / r**2)
INVERSE_R = matrix(1 / r)
DIPOLE_R = matrix(r)
poisson = cho_factor(2 * KINETIC)


def hartree_xc(sigma):
    """Potentials and xc energy per electron; sigma = 4 pi r^2 n."""
    charge = np.sum(w * sigma)
    u_h = charge * r / BOX + B @ cho_solve(poisson, B.T @ (w * sigma / r))
    exc, vxc = dft.libxc.eval_xc(XC, sigma / (4 * np.pi * r**2),
                                 spin=0, deriv=1)[:2]
    return u_h / r, exc, vxc[0]


def solve_atom(Z, occ, frozen=None, v_start=None):
    """Self-consistent atom; frozen[l] holds fixed core orbitals."""
    frozen = frozen or {}
    comp = {l: null_space((S @ c).T) for l, c in frozen.items()
            if c.shape[1] > 0}
    if v_start is None:
        v = (Z - 1) * (1 - 1 / (1 + 0.606 * Z**(1 / 3) * r)**2) / r
    else:
        v = v_start.copy()
    weight = np.sqrt(w) / (1 + r**2)
    old_v, old_f = [], []
    for _ in range(200):
        C, eps, ham = {}, {}, {}
        sigma, one_body = np.zeros_like(r), 0.0
        v_matrix = matrix(v)
        for l in range(3):
            h0 = KINETIC + l * (l + 1) * CENTRIFUGAL - Z * INVERSE_R
            H = h0 + v_matrix
            if l in comp:
                Q, core = comp[l], frozen[l]
                e, c = eigh(Q.T @ H @ Q, Q.T @ S @ Q)
                C[l] = np.hstack([core, Q @ c])
                eps[l] = np.r_[np.diag(core.T @ H @ core), e]
            else:
                eps[l], C[l] = eigh(H, S)
            ham[l] = H
            for i, f in enumerate(occ[l]):
                sigma += f * (B @ C[l][:, i])**2
                one_body += f * C[l][:, i] @ h0 @ C[l][:, i]
        vh, exc, vxc = hartree_xc(sigma)
        res = vh + vxc - v
        if np.linalg.norm(weight * res) < 1e-7:
            energy = one_body + np.sum(w * sigma * (vh / 2 + exc))
            return dict(E=energy, C=C, eps=eps, ham=ham, v=v, occ=occ)
        v_new, f_new = v.copy(), res.copy()
        if old_v:
            df = np.array([res - f for f in old_f]).T
            dv = np.array([v - p for p in old_v]).T
            theta = np.linalg.lstsq(weight[:, None] * df, weight * res,
                                    rcond=1e-10)[0]
            v_new -= dv @ theta
            f_new -= df @ theta
        old_v, old_f = (old_v + [v])[-6:], (old_f + [res])[-6:]
        v = v_new + 0.4 * f_new
    raise RuntimeError("atomic self-consistency not reached")


tx, tw = np.polynomial.legendre.leggauss(160)


def outer_points(rc):
    """Quadrature from rc to the box edge, uniform in log r."""
    span = np.log(BOX / rc) / 2
    points = rc * np.exp(span * (tx + 1))
    return points, span * tw * points


def outside(atom, shells, rc):
    """Electrons of the listed (l, index) shells beyond rc."""
    points, weights = outer_points(rc)
    basis = splines(points)[:, 1:-1]
    return sum(atom["occ"][l][i] *
               np.sum(weights * (basis @ atom["C"][l][:, i])**2)
               for l, i in shells)


def shells_of(counts, skip=(0, 0)):
    return [(l, i) for l in (0, 1) for i in range(skip[l], counts[l])]


def freeze(atom, counts):
    return {l: atom["C"][l][:, :counts[l]] for l in (0, 1)}


def relaxation_estimate(atom, counts):
    """Second-order core relaxation energy at fixed potential."""
    total = 0.0
    for l in (0, 1):
        h = atom["C"][l].T @ atom["ham"][l] @ atom["C"][l]
        f = np.zeros(len(h))
        f[:len(atom["occ"][l])] = atom["occ"][l]
        for c in range(counts[l]):
            for u in range(counts[l], len(h)):
                total += (f[c] - f[u]) * h[u, c]**2 / (h[u, u] - h[c, c])
    return total


# Z, occupations by l, frozen (s, p) shell counts: full core, inner core
ATOMS = {
    "Na": (11, {0: [2, 2, 1], 1: [6], 2: []}, (2, 1), (1, 0)),
    "K": (19, {0: [2, 2, 2, 1], 1: [6, 6], 2: []}, (3, 2), (2, 1)),
    "Ti": (22, {0: [2, 2, 2, 2], 1: [6, 6], 2: [2]}, (3, 2), (2, 1)),
}
VALENCE = {"Na": [("3s", 0, 2)], "K": [("4s", 0, 3)],
           "Ti": [("4s", 0, 3), ("3d", 2, 0)]}
RADII = (1.5, 2.0, 2.5, 3.0)

print(f"1 hartree = {EV:.5f} eV")
print("LDA free atoms; r_c in bohr")
reference, gap, q_out, inside = {}, {}, {}, {}
for name, (Z, occ, core, inner) in ATOMS.items():
    atom = reference[name] = solve_atom(Z, occ)
    eps = atom["eps"]
    semi_s, semi_p = eps[0][core[0] - 1], eps[1][core[1] - 1]
    val = {lab: eps[l][i] for lab, l, i in VALENCE[name]}
    gap[name] = min(val.values()) - max(semi_s, semi_p)
    n = core[0]
    text = ", ".join(f"{k} {e * EV:.2f}" for k, e in val.items())
    print(f"{name} levels (eV): {n}s {semi_s * EV:.2f}, "
          f"{n}p {semi_p * EV:.2f}, {text}")
    print(f"{name} core-valence gap: {gap[name] * EV:.2f} eV")
    core_shells = shells_of(core)
    q_out[name] = [outside(atom, core_shells, rc) for rc in RADII]
    print(f"{name} core electrons outside r_c: " + ", ".join(
        f"{rc:.1f}: {q:.4f}" for rc, q in zip(RADII, q_out[name])))
    r_small = brentq(lambda x: outside(atom, core_shells, x) - 0.01, 0.5, 15)
    semicore = shells_of(core, inner)
    r90 = brentq(lambda x: outside(atom, semicore, x) - 0.8, 0.2, 10)
    print(f"{name} radius leaving 0.01 core electron: {r_small:.2f} bohr")
    for lab, l, i in VALENCE[name]:
        share = 1 - outside(atom, [(l, i)], r90) / occ[l][i]
        inside[name, lab] = share
    print(f"{name} 90% semicore radius {r90:.2f} bohr; valence inside: " +
          ", ".join(f"{lab} {100 * inside[name, lab]:.1f}%"
                    for lab, _, _ in VALENCE[name]))

assert gap["K"] < gap["Na"] < gap["Ti"]
assert q_out["K"][1] > q_out["Ti"][1] > q_out["Na"][1]
assert inside["Ti", "3d"] > 0.5
assert max(inside["Na", "3s"], inside["K", "4s"], inside["Ti", "4s"]) < 0.2


def changed_occupation(occ, l, i, removed):
    new = {key: list(value) for key, value in occ.items()}
    new[l][i] -= removed
    return new


def frozen_error(name, l, i, removed, counts):
    """Frozen minus relaxed total energy, and its perturbative estimate."""
    Z, occ = ATOMS[name][:2]
    ref = reference[name]
    new = changed_occupation(occ, l, i, removed)
    relaxed = solve_atom(Z, new, v_start=ref["v"])
    fixed = solve_atom(Z, new, freeze(ref, counts), ref["v"])
    return fixed["E"] - relaxed["E"], relaxation_estimate(fixed, counts)


print("Frozen-core error on removing one valence electron (meV)")
error = {}
for name in ATOMS:
    core, inner = ATOMS[name][2:]
    for lab, l, i in VALENCE[name]:
        full, estimate = frozen_error(name, l, i, 1.0, core)
        released, _ = frozen_error(name, l, i, 1.0, inner)
        error[name, lab] = full, released
        print(f"{name} {lab}: semicore frozen {1000 * EV * full:.3f}, "
              f"estimate {1000 * EV * estimate:.3f}, "
              f"released {1000 * EV * released:.3f}")
        assert full > released > -1e-7
        # The estimate omits the self-consistent response of order one.
        assert 0.25 < full / estimate < 1.5

only_p, _ = frozen_error("Ti", 2, 0, 1.0, (3, 1))
print(f"Ti 3d: only 3p released {1000 * EV * only_p:.3f} meV")
ti_full, ti_released = error["Ti", "3d"]
assert ti_released < only_p < ti_full
assert ti_released < 0.2 * ti_full
assert ti_full > 3 * error["Ti", "4s"][0]
assert ti_full > 5 * error["Na", "3s"][0]

small, _ = frozen_error("Ti", 2, 0, 0.05, (3, 2))
double, _ = frozen_error("Ti", 2, 0, 0.10, (3, 2))
power = np.log2(double / small)
print(f"Ti 3d error for 0.05 and 0.10 electron: "
      f"{1000 * EV * small:.4f}, {1000 * EV * double:.4f} meV")
print(f"Power of the error in the 3d change: {power:.3f}")
assert abs(power - 2) < 0.2


def spline_polarizability(ion, counts):
    """Independent-electron alpha, its upper limit, gap and sum f<r^2>."""
    n_occ = (counts[0], counts[1], 0)
    alpha, r2 = 0.0, 0.0
    R2 = matrix(r**2)
    for l, c in shells_of(counts):
        orbital = ion["C"][l][:, c]
        r2 += ion["occ"][l][c] * orbital @ R2 @ orbital
        for lu in (l - 1, l + 1):
            if lu < 0:
                continue
            moments = ion["C"][lu].T @ DIPOLE_R @ orbital
            delta = ion["eps"][lu] - ion["eps"][l][c]
            k = n_occ[lu]
            alpha += 4 * max(l, lu) / 3 * np.sum(moments[k:]**2 / delta[k:])
    lowest = min(ion["eps"][l][n_occ[l]] for l in range(3))
    highest = max(ion["eps"][l][n_occ[l] - 1] for l in (0, 1))
    ion_gap = lowest - highest
    return alpha, 2 * r2 / (3 * ion_gap), ion_gap, r2


def gaussian_ion(name, charge):
    """Three-dimensional Gaussian calculation, without and with a field."""
    shells = [[0, [0.04 * 2.4**k, 1.0]] for k in range(18)]
    shells += [[1, [0.04 * 2.5**k, 1.0]] for k in range(13)]
    shells += [[2, [0.05 * 2.4**k, 1.0]] for k in range(8)]
    mol = gto.M(atom=f"{name} 0 0 0", charge=charge, spin=0,
                basis={name: shells}, verbose=0)
    mf = dft.RKS(mol)
    mf.xc = XC
    mf.conv_tol = 1e-11
    e0 = mf.kernel()
    assert mf.converged
    dm = np.array(mf.make_rdm1())
    levels, orbitals = mf.mo_energy.copy(), mf.mo_coeff.copy()
    k = mol.nelectron // 2
    z = mol.intor("int1e_r")[2]
    z_mo = orbitals[:, k:].T @ z @ orbitals[:, :k]
    alpha0 = 4 * np.sum(z_mo**2 / (levels[k:, None] - levels[None, :k]))
    points, weights = outer_points(2.0)
    coords = np.zeros((len(points), 3))
    coords[:, 0] = points
    ao = mol.eval_gto("GTOval_sph", coords)
    density = np.sum((ao @ dm) * ao, axis=1)
    q = np.sum(weights * 4 * np.pi * points**2 * density)
    field = 0.01
    h_field = mf.get_hcore() + field * z
    mf.get_hcore = lambda *args: h_field
    e1 = mf.kernel(dm0=dm)
    assert mf.converged
    dipole = -np.sum(np.array(mf.make_rdm1()) * z)
    return e0, levels[k - 1], q, alpha0, 2 * (e0 - e1) / field**2, \
        dipole / field


distance = 5.0
local_field = 1 / distance**2
print(f"Closed-shell cores; unit charge at {distance:.1f} bohr, "
      f"F = {local_field:.3f} a.u.")
alpha_relaxed = {}
worst = np.zeros(4)
for name, charge in (("Na", 1), ("K", 1), ("Ti", 4)):
    Z, occ, core, _ = ATOMS[name]
    ion_occ = {0: occ[0][:core[0]], 1: occ[1][:core[1]], 2: []}
    ion = solve_atom(Z, ion_occ)
    alpha0, limit, ion_gap, r2 = spline_polarizability(ion, core)
    e_g, homo_g, q_g, alpha0_g, alpha_e, alpha_d = gaussian_ion(name, charge)
    homo = ion["eps"][1][core[1] - 1]
    q = outside(ion, shells_of(core), 2.0)
    deviations = np.abs([ion["E"] - e_g, homo - homo_g, q - q_g,
                         alpha0 / alpha0_g - 1])
    worst = np.maximum(worst, deviations)
    assert deviations[0] < 0.02      # finite Gaussian basis near the nucleus
    assert deviations[1] < 2e-3
    assert deviations[2] < 3e-3
    assert deviations[3] < 0.03      # finite Gaussian basis for empty states
    assert alpha0 < limit
    assert abs(alpha_e / alpha_d - 1) < 0.02
    alpha_relaxed[name] = alpha_e
    missed = 0.5 * alpha_e * local_field**2 * EV
    print(f"{name}{charge}+ gap {ion_gap * EV:.2f} eV, "
          f"sum f<r^2> {r2:.2f} bohr^2")
    print(f"{name}{charge}+ alpha (bohr^3): independent {alpha0:.3f}, "
          f"limit {limit:.3f}, relaxed {alpha_e:.3f}")
    print(f"{name}{charge}+ energy missed by frozen core: "
          f"{1000 * missed:.1f} meV")
assert alpha_relaxed["K"] > 3 * alpha_relaxed["Na"]

print("Largest spline-Gaussian differences over the three ions:")
print(f"total energy {worst[0]:.1e} hartree, top level {worst[1]:.1e} hartree")
print(f"charge beyond 2 bohr {worst[2]:.1e} e, "
      f"independent alpha {100 * worst[3]:.2f}%")
print("no test failed")
```

Running it gives:

```
1 hartree = 27.21139 eV
LDA free atoms; r_c in bohr
Na levels (eV): 2s -56.15, 2p -28.86, 3s -2.81
Na core-valence gap: 26.05 eV
Na core electrons outside r_c: 1.5: 0.5540, 2.0: 0.1382, 2.5: 0.0341, 3.0: 0.0084
Na radius leaving 0.01 core electron: 2.94 bohr
Na 90% semicore radius 1.37 bohr; valence inside: 3s 1.9%
K levels (eV): 3s -34.88, 3p -18.88, 4s -2.42
K core-valence gap: 16.46 eV
K core electrons outside r_c: 1.5: 2.9383, 2.0: 1.1465, 2.5: 0.4071, 3.0: 0.1388
K radius leaving 0.01 core electron: 4.20 bohr
K 90% semicore radius 2.18 bohr; valence inside: 4s 3.7%
Ti levels (eV): 3s -61.44, 3p -38.72, 4s -4.55, 3d -4.63
Ti core-valence gap: 34.09 eV
Ti core electrons outside r_c: 1.5: 1.2075, 2.0: 0.2792, 2.5: 0.0591, 3.0: 0.0120
Ti radius leaving 0.01 core electron: 3.06 bohr
Ti 90% semicore radius 1.65 bohr; valence inside: 4s 4.4%, 3d 62.6%
Frozen-core error on removing one valence electron (meV)
Na 3s: semicore frozen 17.414, estimate 25.037, released 0.001
K 4s: semicore frozen 25.212, estimate 34.044, released 0.000
Ti 4s: semicore frozen 1.425, estimate 1.443, released 0.015
Ti 3d: semicore frozen 295.840, estimate 398.087, released 0.488
Ti 3d: only 3p released 19.226 meV
Ti 3d error for 0.05 and 0.10 electron: 0.3904, 1.6298 meV
Power of the error in the 3d change: 2.062
Closed-shell cores; unit charge at 5.0 bohr, F = 0.040 a.u.
Na1+ gap 29.54 eV, sum f<r^2> 6.60 bohr^2
Na1+ alpha (bohr^3): independent 1.231, limit 4.056, relaxed 1.079
Na1+ energy missed by frozen core: 23.5 meV
K1+ gap 18.90 eV, sum f<r^2> 19.59 bohr^2
K1+ alpha (bohr^3): independent 8.886, limit 18.804, relaxed 5.741
K1+ energy missed by frozen core: 125.0 meV
Ti4+ gap 36.57 eV, sum f<r^2> 10.50 bohr^2
Ti4+ alpha (bohr^3): independent 2.403, limit 5.210, relaxed 1.502
Ti4+ energy missed by frozen core: 32.7 meV
Largest spline-Gaussian differences over the three ions:
total energy 9.8e-03 hartree, top level 2.3e-04 hartree
charge beyond 2 bohr 2.8e-03 e, independent alpha 0.06%
no test failed
```
